# Step Limits and Reinitialization for Level-Set Evolution of Lithography Masks

A projector prints a mask whose regions are either clear or opaque, and the image comes out wrong: two spots run together, or a ring has lost its hole. The edges of the openings can be moved to correct the image. Three questions follow. How far may the edges move in one step, how often should the function that stores them be rebuilt, and can the motion create an opening that is missing?

The first question concerns a setting that electronic-structure programs also offer: the maximum step of a geometry optimizer. There a force gives a downhill direction for the energy, and a step along it lowers the energy if it is short enough. Here the image error replaces the energy and the mask edge replaces the atomic positions. The step limit has a second task here, because it also controls where new clear or opaque regions can appear.

## The image error and its gradient

Let $m=1$ in clear regions and $m=0$ in opaque ones. The mask is treated as thin and the light as scalar; mask thickness, polarization and resist chemistry are left out. Each source point $s$, of weight $w_s$ with $\sum_s w_s=1$, produces a field $K_s m$. The operator $K_s$ multiplies the Fourier transform of $m$ by a pupil function $P_s$. Different source points are mutually incoherent, so their intensities add:

$$I=\sum_s w_s|K_sm|^2,\qquad F=\tfrac12\int (I-T)^2\,dA .$$

Here $T$ is the desired image, and a fully clear mask gives $I=1$. Lengths are in $u=\lambda/\mathrm{NA}$, the wavelength divided by the numerical aperture, so $F$ has the unit $u^2$.

Add a real change $\chi$ to the mask. Since $K_s$ is linear, $|K_sm+K_s\chi|^2$ expands to give $I\to I+I_1+I_2$ with

$$I_1=2\,\mathrm{Re}\sum_s w_s(K_sm)^*K_s\chi,\qquad I_2=\sum_s w_s|K_s\chi|^2 .$$

Write $q=I-T$. Squaring $q+I_1+I_2$ and subtracting $q^2$ gives

$$\Delta F=\int qI_1\,dA+\int\left(\tfrac12I_1^2+qI_2\right)dA+\int I_1I_2\,dA+\tfrac12\int I_2^2\,dA. \tag{1}$$

The first term is linear in $\chi$. The adjoint $K_s^\dagger$, which uses $P_s^*$ in place of $P_s$, moves the operator off $\chi$. Because $q$ is real,

$$\int q(K_sm)^*K_s\chi\,dA=\int\left[K_s^\dagger(qK_sm)\right]^*\chi\,dA .$$

Taking the real part removes the complex conjugation, and the linear term becomes $\int G\chi\,dA$ with

$$G=2\,\mathrm{Re}\sum_s w_sK_s^\dagger\left[(I-T)K_sm\right]. \tag{2}$$

Positive $G$ means that added transmission raises the error to first order.

## From the gradient to a moving edge

Let an edge move outward from the clear region with normal speed $V$. In time $dt$ it adds a strip of width $V\,dt$ on which $m$ changes from 0 to 1; a negative $V$ removes a strip. The linear term therefore gives

$$\frac{dF}{dt}=\oint GV\,ds. \tag{3}$$

The choice $V=-G$ makes this $-\oint G^2ds\le0$.

Equation (3) was tested on a sharp disc of radius $0.9\,u$, whose Fourier transform is known analytically. The desired image is that of the two discs in the splitting example below, and the test disc sits $0.2\,u$ off the cell centre along the line joining them. The finite difference of $F$ with respect to the radius and the edge integral agree at $1.77598\,u$. Moving the disc sideways gives $-0.00127\,u$ by both routes. The first test uses uniform $V$, the second uses $V=\cos\theta$.

To let edges join and separate without tracking curves, store a function $\phi$ that is negative in clear regions and positive in opaque ones. A point $\mathbf x(t)$ on the edge keeps $\phi(\mathbf x(t),t)=0$, so $\phi_t+\dot{\mathbf x}\cdot\nabla\phi=0$. The outward normal is $\nabla\phi/|\nabla\phi|$, hence $\dot{\mathbf x}\cdot\nabla\phi=V|\nabla\phi|$. With $V=-G$,

$$\phi_t=G|\nabla\phi|. \tag{4}$$

The sign can be checked directly: where $G>0$, $\phi$ rises and the clear region shrinks.

## Why a short step descends

On a grid of spacing $h$, a sharp mask would change in jumps as pixels change sign. Replace it near the edge by

$$m_\varepsilon=\tfrac12\left[1-\frac{\phi}{\varepsilon}-\frac1\pi\sin\frac{\pi\phi}{\varepsilon}\right],\qquad |\phi|<\varepsilon,$$

with values 1 and 0 on the two sides outside this band. Differentiation gives

$$\frac{dm_\varepsilon}{d\phi}=-\delta_\varepsilon,\qquad \delta_\varepsilon=\frac{1+\cos(\pi\phi/\varepsilon)}{2\varepsilon}.$$

Let $S\ge0$ be the discrete value of $|\nabla\phi|$. The mask changes at the rate $-\delta_\varepsilon GS$, so the chain rule gives

$$\frac{dF}{dt}=-D,\qquad D=h^2\sum_{\rm pixels}G^2\delta_\varepsilon S\ge0. \tag{5}$$

This sign does not depend on how accurately $S$ represents the slope. For one step of length $\tau$, with $G$ and $S$ held fixed, Taylor's theorem gives

$$F(\tau)=F(0)-\tau D+\tfrac12B\tau^2+o(\tau^2). \tag{6}$$

If $D>0$, a sufficiently short step lowers $F$. A practical acceptance rule is $F(\tau)\le F(0)-c\tau D$ with $0<c<1$. Its margin is $(1-c)\tau D$ minus a term of order $\tau^2$, which is positive for small enough $\tau$. Repeated halving must then reach an acceptable step, apart from rounding error.

For the smoothed disc, the ratio of the actual drop to $\tau D$ exceeds 1 by 0.0028, 0.0014 and 0.0007 when $\tau\max|G|$ is $0.04h$, $0.02h$ and $0.01h$. The excess halves with the step, as $-B\tau/(2D)$ requires. Its positive sign means $B<0$: at this starting mask, the three steps tested do slightly better than the linear prediction. The grid value of $D$ is 5% above the edge integral of $G^2$. The two differ through the finite width of the grey band and the approximations of the grid, whose shares were not separated. The difference does not affect the sign in (5).

Near an optimum the situation changes. If $B>0$, the quadratic model predicts ascent beyond $\tau=2D/B$ and the largest drop at half that length. At the end of the splitting calculation below, successive doubling first raised $F$ at $\tau\max|G|=0.25h$; the preceding value, $0.125h$, did not. Within the quadratic model, the best step then lies between $0.0625h$ and $0.125h$. In the same model, a fixed step of $0.5h$ would raise $F$ here. The limit should therefore be combined with a check of $F$ at each trial step.

## What the step limit does to connectivity

Two clear parts can merge when the opaque gap between them closes, and one part can split when its neck closes. Equation (4) handles both because it makes no reference to the number of curves. Opening a new region away from an existing edge is different. At a smooth positive minimum of $\phi$ the slope vanishes, so (4) gives no push through zero.

The grid can keep this property if $S$ is chosen by the direction of motion. For growth, $G<0$, use differences to lower neighbours:

$$p_x=\frac{\max(\phi_i-\phi_{\rm left},\,\phi_i-\phi_{\rm right},\,0)}h,$$

with $p_y$ defined likewise and $S=\sqrt{p_x^2+p_y^2}$. Let $\phi_{\min}$ be the lowest of the four neighbours. If none is lower than $\phi_i$, then $S=0$ and the pixel stays put. Otherwise both $p_x$ and $p_y$ are at most $(\phi_i-\phi_{\min})/h$, so

$$S\le\sqrt2\,\frac{\phi_i-\phi_{\min}}h .$$

If $\tau|G|\le h/\sqrt2$, the new value obeys

$$\phi_i^{\rm new}=\phi_i-\tau|G|S\ge\phi_i-(\phi_i-\phi_{\min})=\phi_{\min}. \tag{7}$$

An opaque pixel surrounded by four opaque neighbours therefore cannot become clear in that step. For shrinkage, use higher neighbours; the same argument with reversed signs forbids a hole from appearing inside a clear region. An opaque region can still become enclosed when clear parts join around it.

On random data, no pixel violated this rule at $\tau\max|G|=0.7h$, while 55 did at $2.8h$. The limit $0.5h$ lies safely below $h/\sqrt2\approx0.71h$. This connectivity bound does not guarantee descent, as the value $0.25h$ above shows.

## Adding a region away from existing edges

A small hole $B$ of area $A$ in a clear region corresponds to $\chi=-1$ on $B$. Equation (1) then gives

$$\Delta F=-\int_BG\,dA+O(A^2). \tag{8}$$

The remainder is of order $A^2$ because, for a small hole, $K_s\chi$ is proportional to $A$. A hole should be tried where $G$ is large and positive. For one pixel at the centre of a disc that ought to be a ring, (8) predicts $-0.00752\,u^2$ and the actual change is $-0.00742\,u^2$. With four times the area the remainder grows by a factor of 15.3, close to the leading-order value of 16.

The opposite limit is a wholly opaque mask. Then $K_sm=0$, so $G=0$ everywhere even though the image is wrong. In (1), $I=I_1=0$ and $q=-T$, which leaves

$$\Delta F=-\int TI_2\,dA+\tfrac12\int I_2^2\,dA. \tag{9}$$

The first term is of order $A^2$ and the second of order $A^4$. A small opening lowers $F$ whenever its image overlaps the desired one. One pixel gives $-2.8\times10^{-5}\,u^2$, and fourfold area multiplies this by 15.5. Where the field is weak but $G$ is not zero, the linear term in (1) still decides for a small enough opening. For a larger one the quadratic terms can outweigh it, so the sign of $G$ may mislead. There one should compute $F$ for a trial opening of the intended size.

## When to rebuild the level-set function

Multiplying $\phi$ by a positive function leaves its zero contour, and hence the sharp mask, unchanged. It does change the smoothed mask: if the slope at the edge is $S$, the grey band has half-width about $\varepsilon/S$. Reinitialization replaces $\phi$ by the signed distance to its zero contour, for which $S=1$ wherever the distance is smooth.

The drift of $S$ follows from (4). Let $n$ denote distance along the outward normal. Since $S=|\nabla\phi|$, its rate at a fixed point is the normal derivative of $\phi_t$:

$$S_t=\partial_n(GS)=S\,\partial_nG+G\,\partial_nS.$$

Following the edge, which moves at speed $-G$, adds $-G\,\partial_nS$. The last terms cancel:

$$\frac{dS}{dt}=S\,\partial_nG,\qquad S(t)=S(0)\exp\left(\int_0^t\partial_nG\,dt'\right). \tag{10}$$

Rebuilding is due when this exponent is no longer small. Its interval should therefore follow the measured slope, rather than the number of steps alone.

Numerically, the zero contour is found by linear interpolation. The interpolation error in $\phi$ is of order $h^2$, and division by the slope turns it into a position error of the same order. For a distorted function describing a circle, the largest distance error near the edge fell from $0.0096\,u$ to $0.0024\,u$ when $h$ was halved. The ratio is 3.9, and the finer-grid error is 4% of a pixel.

Reinitialization is not a descent step. It restores the width of the grey band and shifts the contour slightly, so $F$ may rise. The acceptance test must restart from the new value of $F$.

## Three masks with known solutions

The example uses a periodic cell of side $4.5\,u$ with $72\times72$ pixels, so $h=4.5/72=0.0625\,u$. The smoothing half-width is $\varepsilon=1.5h=0.09375\,u$. Five equally weighted source points lie on the axis and at radius $0.55\,u^{-1}$, and the defocus at the pupil edge is 0.05 wave. Each desired image is computed from a known sharp mask, so $F=0$ is attainable by a sharp mask. An arbitrary design pattern used as $T$ carries no such guarantee.

Steps start from at most $0.5h/\max|G|$ and are halved until accepted; the next trial doubles the accepted length, up to the same limit. The function is rebuilt every ten steps, and the first two runs are limited to 300 steps.

**Splitting.** A rectangle of sides $2.5\,u$ and $1.0\,u$ must become two discs of radius $0.45\,u$ with centres $1.5\,u$ apart. It splits at step 27, when $F$ has fallen from 0.306 to $0.00084\,u^2$. The final value is $1.7\times10^{-5}\,u^2$, a fraction $1.7\times10^{-5}/0.306\approx6\times10^{-5}$ of the initial one. This value is taken just after the last rebuild, which raised $F$ from $8.7\times10^{-6}\,u^2$. There were 268 rejected trials, about one per step, as expected when each trial doubles the last accepted length. The check guarantees descent at each step but was not essential for the smoothed error here: a fixed step of $0.5h$ without it splits at the same step and ends at $1.6\times10^{-5}\,u^2$, although its sharp mask has about three times the error.

**Merging.** Two discs of radius $0.35\,u$ must become a rectangle of sides $2.0\,u$ and $0.7\,u$. They join at step 9, with $F=0.0106\,u^2$ compared with 0.115 initially. The final value is $1.0\times10^{-5}\,u^2$.

The largest change of $F$ at a reinitialization was $0.0051\,u^2$ in the first run, or $0.0051/0.306=1.7\%$ of its initial error. In the second run it was 0.17%. Late in a run, when $F$ itself is small, a jump that is negligible on this scale can still be a large fraction of the remaining error.

The split mask was also made sharp on a grid eight times finer. With bilinear interpolation of $\phi$ its error is $3.9\times10^{-7}\,u^2$, about 40 times below that of the smoothed mask. The value depends on how the contour is drawn: grids 16 and 24 times finer give $3.1$ and $3.2\times10^{-7}\,u^2$, while cubic interpolation gives $3.3\times10^{-6}\,u^2$, only five times below the smoothed error. For this mask, most of the remaining error thus disappears when the grey band is removed. This is not guaranteed in general: the descent lowers the error of the smoothed mask, and making another mask sharp may raise its error. The area that differs from the known solution is 1.1 to 1.2% of the known clear area, depending on the fine grid. A small image error does not by itself fix fine edge detail, because the pupil removes high spatial frequencies.

**Opening a ring.** A disc of radius $1.1\,u$ must acquire a central hole of radius $0.45\,u$. After 80 steps without a seed, $F$ has fallen merely from 0.314 to $0.308\,u^2$, and the disc has no hole; 400 further steps reach $0.303\,u^2$, still without one. This depends on the start: a disc of radius $0.8\,u$ displaced by about $0.6\,u$ grows around the hole, encloses it at step 62 without a seed, and reaches $2.4\times10^{-5}\,u^2$. For the centred disc a seed is added. The largest $G$ well inside it lies at the centre. A seed of radius $2h=0.125\,u$ placed there lowers $F$ to $0.225\,u^2$, a drop of $0.083\,u^2$.

The one-pixel result gives a rough check. The seed covers $\pi(2h)^2/h^2=12.6$ pixels. Scaling the linear term by 12.6 and the remainder, $0.000098\,u^2$, by $12.6^2$ gives

$$-12.6(0.00752)+12.6^2(0.000098)\approx-0.079\,u^2 .$$

This is within about 5% of the actual change, although it ignores edge smoothing and the preceding 80 steps. Further evolution, limited to 250 steps, reaches $2.5\times10^{-5}\,u^2$ with one clear part and two opaque ones: the background and the hole.

**Omitting reinitialization.** The splitting problem was repeated for up to 100 steps without rebuilding. The mean absolute deviation of the edge slope from 1 reached 0.92; one reinitialization reduced it to 0.014 and changed the clear area by $-0.26\%$. The smoothed error rose from about $5\times10^{-6}$ to $2.7\times10^{-5}\,u^2$. The edges had mostly steepened, with slopes from 0.46 to 2.55 and a mean of 1.9, so the grey band was narrower and the smoothed errors of runs with and without rebuilding are not comparable. The sharp masks rank the other way: on the eightfold grid, after 100 steps, the error is $5.2\times10^{-6}\,u^2$ without rebuilding and $4.3\times10^{-7}\,u^2$ with it. The split was reached without rebuilding, but the sharp mask was about 12 times worse. What rebuilding secures is a known grey width just after each rebuild, so that values of $F$ taken at those moments refer to the same smoothing. Between rebuilds the slope can drift again, as (10) shows. The final choice between masks should rest on the error of the sharp mask.

## Computed results

```
cell side: 4.5 u
pixel side h: 0.0625 u
mask smoothing half-width: 0.09375 u
off-axis source radius: 0.55 1/u
defocus at pupil edge: 0.05 wave
pixel derivative, finite difference: 1.4494 u^2
pixel derivative, adjoint: 1.4494 u^2
disc growth dF, difference / edge integral: 1.7759790 / 1.7759790 u
disc translation dF, difference / edge integral: -0.0012678 / -0.0012678 u
grid dissipation / edge integral of G^2: 1.0527
drop/(tau D)-1 at tau max|G| = 0.04 h: 0.002815
drop/(tau D)-1 at tau max|G| = 0.02 h: 0.0014011
drop/(tau D)-1 at tau max|G| = 0.01 h: 0.00069892
nucleated pixels at tau max|G| = 0.7 h / 2.8 h: 0 / 55
one-pixel hole dF, actual / first order: -0.007424 / -0.007522 u^2
hole remainder ratio for fourfold area: 15.34
dark mask: dF of one-pixel opening: -2.7738e-05 u^2
dark mask: dF ratio for fourfold area: 15.516
maximum distance error, 36 x 36 grid: 0.0095667 u
maximum distance error, 72 x 72 grid: 0.0024328 u
split: clear parts before / after: 1 / 2
split: initial F: 0.30637 u^2
split: first topology change at step: 27
split: F at that step: 0.00084204 u^2
split: final F: 1.688e-05 u^2
split: rejected trial steps: 268
split: largest |dF| at reinitialization: 0.0051245 u^2
merge: clear parts before / after: 2 / 1
merge: initial F: 0.11496 u^2
merge: first topology change at step: 9
merge: F at that step: 0.01062 u^2
merge: final F: 1.0124e-05 u^2
merge: rejected trial steps: 285
merge: largest |dF| at reinitialization: 0.00019225 u^2
split: F of sharp binary mask: 3.8895e-07 u^2
split: mismatched area / known clear area: 0.010739
split end: first doubled tau max|G| that raises F: 0.25 h
mean edge slope error before / after renewal: 0.9204 / 0.0139
relative clear-area change at renewal: -0.002586
smoothed F before / after renewal: 0.000005 / 0.000027 u^2
ring: initial F: 0.31368 u^2
ring: F after 80 steps without a seed: 0.30775 u^2
ring: seed distance from centre: 0 u
ring: F just after seeding: 0.22471 u^2
ring: final F: 2.5294e-05 u^2
ring: final clear / dark parts: 1 / 2
```
